# Logarithmic pole count for the Fermi function without a gap

**Q.** The density matrix $f(H)=[1+e^{\beta(H-\mu)}]^{-1}$ can be written as a sum of resolvents $G(\zeta)=(\zeta-H)^{-1}$, each costing one shifted inversion. In an insulator at $k_BT$ well below the gap, a contour around the occupied states can cross the real axis inside the gap. In a metal the eigenvalues crowd around $\mu$. Where can a contour pass?

**A.** It passes through a gap in the singularities of the function. Let $H$ be Hermitian, let $x$ be an eigenvalue measured from $\mu$, and assume $|x|\le E$. Write $f=\tfrac12[1-\tanh(\beta x/2)]$ and $g=\tanh(\beta\xi/2)/\xi$. The poles of $\tanh(\beta\zeta/2)$ lie at $\pm i\omega_n$, $\omega_n=(2n+1)\pi/\beta$, $n\ge0$, each with residue $2/\beta$, and the function is bounded on large squares that pass midway between poles. The integral of $\tanh(\beta\zeta/2)/(\zeta^2-\xi^2)$ over such squares therefore tends to zero. The residues at $\zeta=\pm\xi$ add to $g$, and those at $\pm i\omega_n$ add to $-(4/\beta)/(\xi^2+\omega_n^2)$, so
$$g=\frac4\beta\sum_{n\ge0}\frac{1}{\xi^2+\omega_n^2}.$$
This depends on $\xi^2$ alone. Set $z=\xi^2+a$ with $a=\omega_0^2$. The spectrum goes to $\lambda=x^2+a\in[a,b]$, $b=E^2+a$, and the poles go to $z_n=a-\omega_n^2\le0$, so that $g(z)=(4/\beta)\sum_n 1/(z-z_n)$. The interval $(0,a)$ is free of both, whatever the eigenvalues are. For a counterclockwise contour around $[a,b]$ that avoids $(-\infty,0]$, Cauchy's formula gives $g(\lambda)=(2\pi i)^{-1}\oint g(z)\,dz/(z-\lambda)$, and $\tanh(\beta x/2)=x\,g(\lambda)$.

**Q.** That gap is tiny, since $b/a\approx(\beta E/\pi)^2$. How are nodes to be placed so that it does not cost a power of $\beta E$?

**A.** The plane cut along $[a,b]$ and $(-\infty,0]$ is mapped onto a periodic strip, and the nodes are spaced evenly on its midline. This is the Hale-Higham-Trefethen map. Let
$$r=\sqrt{ab},\quad \kappa'=\sqrt{a/b},\quad k=\frac{1-\kappa'}{1+\kappa'},\quad z=r\,\frac{1+ku}{1-ku}.$$
Since $(1-k)/(1+k)=\kappa'$, the points $u=-1/k,-1,1,1/k$ go to $z=0$, $r\kappa'=a$, $r/\kappa'=b$, $\infty$. The derivative $dz/du=2rk/(1-ku)^2$ is positive on the real axis, so upper half plane goes to upper half plane. Next define $u=\operatorname{sn}t$ by inverting
$$t=\int_0^u\frac{dv}{\sqrt{(1-v^2)(1-k^2v^2)}},\qquad \operatorname{Im}u>0 .$$
Follow $u$ along the real axis. On $(-1,1)$ the integrand is positive and $t$ runs from $-K$ to $K$, where $K=K(k)$ is the complete elliptic integral. Passing above $v=1$ multiplies the integrand by $i$, and $t$ rises to $K+iK'$. The substitution $v=(1-k'^2y^2)^{-1/2}$, $k'^2=1-k^2$, turns the rise into $K'=K(k')$. Passing above $1/k$ gives another factor $i$, so $t$ moves left. There $v=1/(ky)$ reproduces the original integrand in $y$, which gives $\operatorname{sn}(s+iK')=1/(k\operatorname{sn}s)$ and $t=iK'$ at $u=\infty$. The negative axis gives the mirror image. The real axis thus goes once around the rectangle $|\operatorname{Re}t|<K$, $0<\operatorname{Im}t<K'$, and by the argument principle the map is one to one.

Because $\operatorname{sn}$ is real on all four sides, Schwarz reflection continues it: $\operatorname{sn}\bar t$, $\operatorname{sn}(\pm2K-\bar t)$ and $\operatorname{sn}(\bar t+2iK')$ all equal $\overline{\operatorname{sn}t}$. Combining these gives $\operatorname{sn}(2K-t)=\operatorname{sn}t$ and the periods $4K$ and $2iK'$. The rectangle covers $\operatorname{Im}z>0$, and its mirror image in $\operatorname{Re}t=K$ covers $\operatorname{Im}z<0$. The bottom edge, $u\in[-1,1]$, covers $[a,b]$. On the top edge,
$$z(s+iK')=r\,\frac{\operatorname{sn}s+1}{\operatorname{sn}s-1}\le0 .$$
The eigenvalues lie on $\operatorname{Im}t=0$ and the Matsubara poles on $\operatorname{Im}t=K'$. The midline is at distance $K'/2$ from both.

**Q.** What curve is the midline, and which way does it run?

**A.** Put $u=\operatorname{sn}(s+iK'/2)$. The shift formula applied at $s-iK'/2$, where $\operatorname{sn}=\bar u$, gives $u=1/(k\bar u)$, so $|u|=k^{-1/2}$. This is a circle, and a Möbius map sends it to a circle in $z$, which cuts the real axis at $r(1\mp\sqrt k)/(1\pm\sqrt k)$. To leading order in $\kappa'$, $\sqrt k\approx1-\kappa'$, and the crossings are $r\kappa'/2=a/2$ and $2r/\kappa'=2b$. As $s$ goes from $-K$ to $K$, $z$ moves from the left crossing to the right one through the upper half plane, which is clockwise and costs a minus sign. Take an even number $P$ of nodes on one period:
$$h=\frac{4K}{P},\quad \tau=-K+\frac{iK'}2,\quad t_j=\tau+(j-\tfrac12)h,\quad w_j=-\frac{h\,z'(t_j)}{2\pi i},$$
with $z'=2rk\,u'/(1-ku)^2$ and $u'=\operatorname{cn}t\operatorname{dn}t$, the root of $u'^2=(1-u^2)(1-k^2u^2)$ with positive real part for $j\le P/2$, where $u$ moves to the right, and negative real part for $j>P/2$. The approximation is $g_P(\lambda)=\sum_{j=1}^Pw_jg(z_j)/(z_j-\lambda)$.

**Q.** That is a rational function of $(H-\mu)^2$. How does it become a sum of resolvents of $H$, and how many are needed?

**A.** Let $\xi_j=\sqrt{z_j-a}$, so that $z_j-\lambda=\xi_j^2-x^2$. Then
$$\frac{x}{\xi_j^2-x^2}=\frac12\left[\frac1{\xi_j-x}+\frac1{-\xi_j-x}\right],$$
and $\tanh_P(x)=x\,g_P$ has poles at $\pm\xi_j$ with the common coefficient $c_j=w_j\tanh(\beta\xi_j/2)/(2\xi_j)$. Changing the sign of the root changes neither $c_j$ nor the bracket. The points $\pm\xi_j$ lie on the Lin-Lu-Ying-E contour, a single closed curve around the whole spectrum: the circle in $z$ encloses $z=a$, so the two roots $\pm\sqrt{z-a}$ join into one curve. For $\beta E\gg1$ it is dumbbell-shaped. Its waist crosses the imaginary axis near $\pm i\omega_0/\sqrt2$, between $\mu$ and the first Matsubara poles, and it crosses the real axis only near $\pm\sqrt2E$.

The node $t_{P+1-j}$ equals $2K-\bar t_j$, because their real parts add to $-2K+Ph=2K$. There $z$ takes the value $\bar z_j$. Differentiating $z(2K-\bar t)=\overline{z(t)}$ gives $z'=-\overline{z'(t_j)}$, and this sign cancels the one from conjugating $1/i$, so the weight is $\bar w_j$. With $G(\bar\zeta)=G(\zeta)^\dagger$,
$$f_P(H)=\frac12-\frac12\sum_{j=1}^{P/2}\Big\{c_j\big[G(\mu+\xi_j)+G(\mu-\xi_j)\big]+\text{h.c.}\Big\}.$$
There are $2P$ poles in conjugate pairs, hence $P$ inversions.

**Q.** The usual trapezoid estimate needs an integrand that is bounded in the strip. Here the poles sit on its edges, and the Matsubara poles pile up at $z=\infty$. Why should such an estimate survive?

**A.** It is not needed, because the error can be summed in closed form. Insert the partial fractions of $g(z_j)$ and use
$$\frac1{(z-z_n)(z-\lambda)}=\frac1{\lambda-z_n}\left[\frac1{z-\lambda}-\frac1{z-z_n}\right],\qquad \lambda-z_n=x^2+\omega_n^2 .$$
The sum over $j$ is finite and may be taken first:
$$g_P(\lambda)=\frac4\beta\sum_n\frac{S(\lambda)-S(z_n)}{x^2+\omega_n^2},\qquad S(y)=\sum_{j=1}^P\frac{w_j}{z_j-y}.$$
With the integral in place of the sum, $S$ would be 1 inside the contour and 0 outside, which returns $g$. So one filter function $S$ carries the whole error. It is $S(y)=-(h/2\pi i)\sum_j\phi(t_j)$ with $\phi=z'/(z-y)$, which has periods $4K$ and $2iK'$.

Expand $\phi$ on the midline in $e^{2\pi il(t-\tau)/4K}$. At the nodes the exponential is $e^{2\pi il(j-1/2)/P}$. Its sum over $j$ is a geometric series that vanishes unless $l$ is a multiple $\nu P$, when it equals $P(-1)^\nu$. Since $hP=4K$,
$$h\sum_j\phi(t_j)=\sum_{\nu=-\infty}^\infty(-1)^\nu I_\nu,\qquad I_\nu=\int_\tau^{\tau+4K}\phi\,e^{2\pi i\nu(t-\tau)/h}\,dt .$$
The term $I_0$ is the clockwise integral of $dz/(z-y)$, equal to $-2\pi i$ inside and 0 outside. For $\nu\ne0$ close the line with its copy raised by $2iK'$. The vertical sides, placed one period apart and clear of poles, cancel. Let $q=e^{-\pi K'/h}=e^{-\pi K'P/4K}$. Each rise of $K'/2$ multiplies the exponential by $q^\nu$, so
$$I_\nu(1-q^{4\nu})=2\pi i\sum\operatorname{Res}.$$

**Q.** Which poles are enclosed, and with what residues?

**A.** Since $\phi=\frac{d}{dt}\ln(z-y)$, a simple zero of $z-y$ has residue 1 and a double pole of $z$ has residue $-2$. One period cell holds four copies of the rectangle. The point $z=\infty$ needs $u=1/k$, which is the corner $K+iK'$ shared by all four. Near it the defining integrand behaves as $(1/k-v)^{-1/2}$, so $1-ku\propto(t-K-iK')^2$ and the pole of $z$ is double. It lies $K'/2$ above the line, with phase $e^{2\pi i\nu\,2K/h}=e^{i\pi\nu P}=1$, since $P$ is even. Its contribution is $-2q^\nu$. For odd $P$ the phase would be $(-1)^\nu$, which changes the constant in both series below alike and drops out of $S(\lambda)-S(z_n)$; even $P$ is needed for the pairing above, because it keeps every node off the real axis.

A real $y$ in either cut has a preimage with real part $s\in[-K,K]$ and a second one at $2K-s$. Define $\theta=2\pi(K+s)/h$. The two phases are $e^{i\nu\theta}$ and $e^{2\pi i\nu(3K-s)/h}=e^{2\pi i\nu P}e^{-i\nu\theta}$, and they add to $2\cos\nu\theta$.

For $y=\lambda\in[a,b]$ the enclosed copies are at height $2K'$, which is $3K'/2$ above the line. Thus $I_\nu=2\pi i\,(2\cos\nu\theta\,q^{3\nu}-2q^\nu)/(1-q^{4\nu})$. Replace $\nu$ by $-\nu$ and multiply numerator and denominator by $-q^{4\nu}$, which gives $I_{-\nu}=2\pi i\,(2q^{3\nu}-2\cos\nu\theta\,q^\nu)/(1-q^{4\nu})$. The sum has numerator $-(2+2\cos\nu\theta)(q^\nu-q^{3\nu})$, and $(q^\nu-q^{3\nu})/(1-q^{4\nu})=q^\nu/(1+q^{2\nu})$.

For $y\le0$ all three poles are at height $K'$. Then $I_\nu=2\pi i\,(2\cos\nu\theta-2)q^\nu/(1-q^{4\nu})$, and $I_{-\nu}$ is the same with $-q^{3\nu}$ in place of $q^\nu$. Multiplying by $-1/2\pi i$ and setting $A_\nu=2(-1)^\nu q^\nu/(1+q^{2\nu})$,
$$S(\lambda)=1+\sum_{\nu\ge1}A_\nu(1+\cos\nu\theta_\lambda),\qquad S(y\le0)=\sum_{\nu\ge1}A_\nu(1-\cos\nu\theta_y).$$
At $y=0,a,b$ the two preimages merge, and the formulas hold by continuity of both sides.

**Q.** What does this say about the Fermi function?

**A.** Define $p_n=4/[\beta g(\lambda)(x^2+\omega_n^2)]$. These are positive and add to 1 by the partial fraction formula. Dividing $g_P$ by $g$ gives $\sum_np_n[S(\lambda)-S(z_n)]$, the 1's inside the two brackets cancel, and
$$\frac{\tanh_P(x)}{\tanh(\beta x/2)}-1=\sum_{\nu\ge1}A_\nu\Big[\cos\nu\theta_\lambda+\sum_np_n\cos\nu\theta_n\Big].$$
The first cosine comes from the eigenvalue on the lower edge. The second term is an average over Matsubara poles on the upper edge, so their accumulation does no harm. The bracket is at most 2 in size and $|A_\nu|\le2q^\nu$, so the error relative to $\tanh$ is at most $4q/(1-q)$. The absolute error of the occupation is half of this times $|\tanh|\le1$. In the eigenbasis of $H$ the operator $f_P(H)-f(H)$ is diagonal with entries $f_P(x)-f(x)$, so in operator norm
$$\|f_P(H)-f(H)\|\le\frac{2q}{1-q}.$$
Nothing was assumed about eigenvalues near $\mu$. The absolute error even vanishes at $x=0$, with $\tanh$. The program asserts the filter series and the error identity against explicit node sums at $\beta E=30$, $P=8$. There $q=4.45\times10^{-3}$, and the largest error relative to $\tanh$ is $1.65\times10^{-2}$ against the bound $1.79\times10^{-2}$.

**Q.** So the error falls exponentially in $P$, which accounts for $\ln(1/\epsilon)$. Where does the logarithm of $\beta E$ come from?

**A.** From the shape $K'/K$ of the rectangle. Two steps bound it. The first is the Landen relation. Let $J(\alpha,\gamma)=\int_0^\infty d\eta/\sqrt{(\eta^2+\alpha^2)(\eta^2+\gamma^2)}$. The substitutions $v=\sin\varphi$, $\eta=\cot\varphi$ give $K(\ell)=J(1,\sqrt{1-\ell^2})$, and rescaling $\eta$ gives $J(c\alpha,c\gamma)=J(\alpha,\gamma)/c$. Write $J(\bar\alpha,\bar\gamma)$, with $\bar\alpha=(\alpha+\gamma)/2$ and $\bar\gamma=\sqrt{\alpha\gamma}$, as half the integral over all real $y$, and put $y=\tfrac12(\eta-\alpha\gamma/\eta)$, $\eta>0$. Then $y^2+\bar\gamma^2=\tfrac14(\eta+\alpha\gamma/\eta)^2$, so $dy/\sqrt{y^2+\bar\gamma^2}=d\eta/\eta$, and $y^2+\bar\alpha^2=(\eta^2+\alpha^2)(\eta^2+\gamma^2)/4\eta^2$. Hence $J(\bar\alpha,\bar\gamma)=J(\alpha,\gamma)$. With $\kappa^2=1-\kappa'^2$ and $k'=2\sqrt{\kappa'}/(1+\kappa')$,
$$K(\kappa)=J(1,\kappa')=J\big(\tfrac{1+\kappa'}2,\sqrt{\kappa'}\big)=\frac{2K}{1+\kappa'},$$
$$K'=J(1,k)=(1+\kappa')J(1+\kappa',1-\kappa')=(1+\kappa')J(1,\kappa)=(1+\kappa')K(\kappa').$$
Therefore $K'/K=2K(\kappa')/K(\kappa)$.

The second step uses $\operatorname{sn}$ of modulus $\kappa'$, whose quarter periods are $K_1=K(\kappa')$ and $K_1'=K(\kappa)$. Let $q_0=e^{-\pi K_1'/K_1}$, $\chi=e^{i\pi t/K_1}$ and $F=N/D$, with products over $n\ge1$:
$$N=iq_0^{1/4}\chi^{-1/2}(1-\chi)\prod(1-q_0^{2n}\chi)(1-q_0^{2n}/\chi),$$
$$D=\prod(1-q_0^{2n-1}\chi)(1-q_0^{2n-1}/\chi).$$
The shift $t\to t+iK_1'$ sends $\chi\to q_0\chi$. Relabelling the factors gives $N\to iq_0^{-1/4}\chi^{-1/2}D$. It also gives $D\to(1-1/\chi)\prod(1-q_0^{2n}\chi)(1-q_0^{2n}/\chi)=iq_0^{-1/4}\chi^{-1/2}N$. So $F(t+iK_1')=1/F(t)$, and $F$ has periods $2iK_1'$ and $4K_1$. Its simple zeros, at $\chi=q_0^{\rm even}$, and poles, at $\chi=q_0^{\rm odd}$, are those of $\operatorname{sn}$. The ratio is entire and doubly periodic, hence constant by Liouville's theorem, and $\operatorname{sn}(t+iK_1')\operatorname{sn}t=1/\kappa'$ fixes $\operatorname{sn}^2=F^2/\kappa'$. At $t=K_1$, $\chi=-1$ and $\operatorname{sn}=1$, so $\kappa'^2=F^4$:
$$\kappa'^2=16q_0\prod\left(\frac{1+q_0^{2n}}{1+q_0^{2n-1}}\right)^8<16q_0 .$$
Taking logarithms, $\pi K(\kappa)/K(\kappa')<2L$, where
$$L=\ln\frac4{\kappa'}=\ln\Big[4\sqrt{1+(\beta E/\pi)^2}\Big].$$
Then $\ln(1/q)=\pi P K(\kappa')/2K(\kappa)>\pi^2P/4L$. The condition $2q/(1-q)\le\epsilon$ is $1/q\ge1+2/\epsilon$, so any even
$$P\ge\frac4{\pi^2}\,L\,\ln\Big(1+\frac2\epsilon\Big)$$
gives an absolute occupation error of at most $\epsilon$. For small $\kappa'$ the product tends to 1 and the inequality for $q$ becomes sharp. The strip keeps a height near $\pi/2$ while its length $4K$ grows as $2L$, and the node spacing is set by the height.

**Q.** Can the count be stated with the spectral width $W$ of $H$, as a multiple of $\ln(\beta W)\ln(1/\epsilon)$?

**A.** With three qualifications. The scale is $E$, the largest distance from $\mu$ to an eigenvalue. For $\mu$ inside the spectrum the smallest admissible $E$ lies between $W/2$ and $W$, and this range changes $L$ by at most $\ln2$. The form $L\approx\ln(4\beta E/\pi)$ needs $\beta E\gg1$. At high temperature $L\to\ln4$, and as $T\to0$ it diverges, because the gap $(0,a)$ closes. Finally, the formula is a sufficient count for this contour, and no lower limit for other rational approximations is shown here.

For this contour and $\beta E\gtrsim10$ the count is close to what is needed. At small $\beta E$ it is only sufficient: as $\kappa'\to1$ the true rate $\pi K(\kappa')/2K(\kappa)$ grows without limit while $\pi^2/4L$ stays finite, so the formula overestimates $P$. At leading order in $q$ the identity gives $|f_P-f|\approx q\,|\tanh|\,|\cos\theta_\lambda+\sum_np_n\cos\theta_n|$, which is of order $q$ wherever $|x|\gtrsim k_BT$ and the cosines do not cancel. The program measures the error on 4001 points of $[0,E]$ and lowers $P$ in steps of two until $\epsilon$ is exceeded. At $\epsilon=10^{-6}$ the measured counts for $\beta E=10,10^2,10^3,10^4,10^5$ are 16, 30, 42, 56, 70, and the formula gives 16, 30, 44, 56, 70. In all fifteen cases, with $\epsilon=10^{-3},10^{-6},10^{-9}$, the two differ by at most 2. The measured inversions per factor $e$ of accuracy run from 1.044 to 4.764, where $4L/\pi^2$ runs from 1.050 to 4.764.

**Q.** What happens in an actual Hamiltonian with levels close to $\mu$?

**A.** Take a model with round parameters: independent, spin-degenerate electrons on a line with hard walls, in Gaussian units
$$H=-\frac{\hbar^2}{2m}\frac{d^2}{dX^2}-\frac{e^2}{\sqrt{X^2+d^2}} .$$
The potential is fixed and unscreened. Choose $d=2$ Å, 2000 points at spacing $\Delta=0.5$ Å, three-point differences, $\mu=3$ eV, $T=300$ K and $\epsilon=10^{-6}$. The reference is diagonalization of the same matrix, so it shares the discretization error and leaves out electron interaction.

The hopping is $\gamma_0=\hbar^2/2m\Delta^2=3.80998/0.25=15.2399$ eV. Each row has diagonal $2\gamma_0+V_i$ and off-diagonal magnitudes adding to at most $2\gamma_0$, so Gershgorin's theorem confines the spectrum to $[V_{\min},4\gamma_0+V_{\max}]$. With $e^2=14.39965$ eV Å, $V_{\min}=-7.20$ eV and $V_{\max}=-14.4/500=-0.0288$ eV. The upper side is farther from $\mu$, and $E=60.960-0.029-3=57.931$ eV. The computed spectrum runs from $-5.750$ to $60.925$ eV, so $W=66.675$ eV. With $k_BT=0.025852$ eV, $\beta E=2240.9$ and $\pi/\beta=0.081216$ eV. The level spacing at $\mu$ is $0.0211$ eV, about a quarter of $\pi/\beta$.

Then $a=6.5961\times10^{-3}$ eV², $b=3356.0$ eV², $\kappa'=1.40195\times10^{-3}$ and $L=\ln(4/\kappa')=7.9562$. With $\ln(1+2/\epsilon)=14.5087$,
$$\frac4{\pi^2}\times7.9562\times14.5087=46.78,\qquad P=48 .$$
The map has $k=0.997200$, $K=3.98367$, $K'=1.57300$ and $h=4K/48=0.33197$. The rate $\pi K'/4K=0.3101237$ agrees with $\pi^2/4L$ to these seven digits. So $q=e^{-48\times0.310124}=3.43\times10^{-7}$, and the bound is $6.86\times10^{-7}$. The measured maximum of $|f_P-f|$ is $5.45\times10^{-7}$, or $1.59\,q$. The contour crosses the axes at $0.05743i$ eV and $81.93$ eV, which match $\omega_0/\sqrt2$ and $\sqrt2E$. The shifts run from $\xi_1=0.0096+0.0582i$ eV through $\xi_{13}=1.811+1.810i$ eV to $\xi_{24}=78.69+12.93i$ eV.

For the density the diagonal of $G$ suffices. With $\alpha_i=\zeta-H_{ii}$, Gaussian elimination from the left end gives pivots $l_i=\alpha_i-\gamma_0^2/l_{i-1}$, and from the right end $\rho_i=\alpha_i-\gamma_0^2/\rho_{i+1}$. Once both sides are eliminated, site $i$ keeps $\alpha_i$ minus both corrections, so $G_{ii}=1/(l_i+\rho_i-\alpha_i)$, at a cost linear in the number of sites in this chain. The density $2f_{ii}/\Delta$ at the impurity is $1.0772696$ Å⁻¹ from the poles and $1.0772697$ Å⁻¹ from diagonalization. The electron numbers are $584.67109$ and $584.67113$, a difference of $4.3\times10^{-5}$ electrons against the bound $2\times2000\times6.86\times10^{-7}=2.7\times10^{-3}$.

The largest diagonal error, $4.6\times10^{-8}$, is about a twelfth of the scalar maximum. A diagonal element is the average of $f_P-f$ over eigenvalues with weights $|\psi(X_i)|^2$, and the term $\cos\theta_\lambda$ changes sign repeatedly across the band. This cancellation gives only part of the reduction. At the same site the average of $|f_P-f|$ is $2.2\times10^{-7}$, so the signs account for a factor of about 4.7. The remaining factor of about 2.5 arises because the scalar maximum sits at $x\approx3.7\,k_BT$, while for $x>50\,k_BT$ the error oscillates below $1.13\,q$.

**Q.** How does this compare with cutting off the Matsubara sum, and what breaks the contour method?

**A.** From the partial fractions, $f=\tfrac12-(2x/\beta)\sum_n1/(x^2+\omega_n^2)$. Keeping $N$ conjugate pairs, which is $N$ inversions, leaves a tail. For $\omega_N\gg|x|$ and $N\gg1$ its terms are $(2x/\beta)\,\beta^2/4\pi^2n^2$ at leading order, and they add to $\beta x/2\pi^2N$. At $x=E$ this needs $N=2240.9/(2\pi^2\times10^{-6})=1.135\times10^8$, the value the program also finds from the full tail, against 48 for the contour. For this bare cut the count is linear in $\beta E/\epsilon$. The leading part of the tail, $(2x/\beta)\sum_{n\ge N}\omega_n^{-2}$, is linear in $H-\mu$ and can be added with no inversion. What remains is about $(2x^3/\beta)\sum_{n\ge N}\omega_n^{-4}\approx(\beta x/2\pi)^3/3\pi N^3$, so $N\approx(\beta E/2\pi)(3\pi\epsilon)^{-1/3}\approx1.7\times10^4$ here, which is still linear in $\beta E$.

The guarantee is lost if $E$ is underestimated, and the method fails outright once an eigenvalue lies outside the contour. The bound was proved for $\lambda\in[a,b]$. For $E<|x|<\sqrt2E$ the point is still inside the contour, but the bound does not carry over: in the example, with $P=48$, the absolute error is $2.5\times10^{-6}$ at $x=1.01E$, already above $\epsilon$, and it reaches $1.1\times10^{-2}$ at $1.2E$ and $0.14$ at $1.35E$. Beyond the crossing the Cauchy integral gives 0 in place of $g(\lambda)$, so $f_P$ approaches $\tfrac12$ for a state that should be empty or full. In the example the absolute error at $x=2E$ is $0.4965$. Overestimating $E$ is cheap by comparison: for $\beta E\gg1$, doubling $E$ adds $\ln2$ to $L$, which here raises $46.78$ by the factor $(7.956+0.693)/7.956$ to about 51, and $P$ to 52.

## Calculated quantities

```
check betaE=30, P=8: q = 4.4507e-03, max rel err tanh = 1.6525e-02, 4q/(1-q) = 1.7882e-02
betaE, L, P measured/formula at eps=1e-3,1e-6,1e-9, poles per e-fold measured/(4L/pi^2)
        10   2.5912  8/8  16/16  24/24  1.044/1.050
       100   4.8472  16/16  30/30  42/44  1.968/1.965
      1000   7.1493  22/24  42/44  62/64  2.894/2.898
     10000   9.4519  28/30  56/56  82/84  3.849/3.831
    100000  11.7545  36/38  70/70  102/104  4.764/4.764
inputs: n = 2000, dx = 0.5 A, d = 2.0 A, mu = 3.0 eV, T = 300 K, eps = 1e-06
hbar^2/2m = 3.80998 eV A^2, e^2 = 14.39965 eV A, hopping = 15.2399 eV
kT = 0.025852 eV, pi/beta = 0.081216 eV
spectrum: -5.7503 eV to 60.9249 eV, W = 66.6752 eV
level spacing at mu = 0.02114 eV
E (Gershgorin) = 57.9309 eV, beta E = 2240.9, beta W = 2579.1
a = 6.596112e-03 eV^2, b = 3355.997 eV^2, r = 4.70495 eV^2
kappa' = 1.401952e-03, k = 0.99720002, K = 3.983671, K' = 1.572999
rate pi K'/4K = 0.3101237, pi^2/4L = 0.3101237
L = 7.95618, ln(1+2/eps) = 14.50866
(4/pi^2) L ln(1+2/eps) = 46.783, P = 48
h = 0.331973, q = 3.4286e-07, bound 2q/(1-q) = 6.8572e-07
measured max |f_P-f| on [-E,E] = 5.4507e-07 = 1.590 q
contour crosses at xi = 0.057429 i eV and xi = 81.927 eV
pole 1: xi = 0.00956+0.05822i eV, c = -5.8642e-03+1.7531e-03i eV
pole 13: xi = 1.81072+1.80986i eV, c = -9.5349e-02+9.5677e-02i eV
pole 24: xi = 78.69101+12.92519i eV, c = 3.7155e+00+1.9742e+00i eV
density at impurity: poles 1.07726964, diagonalization 1.07726971 1/A
max diagonal error of f(H) = 4.630e-08
electrons: poles 584.671086, diagonalization 584.671129
electron number error = 4.321e-05, bound = 2.743e-03
error of f_P at x = 2E (outside contour) = 0.4965
Matsubara poles for the same eps = 1.1352e+08, beta E/(2 pi^2 eps) = 1.1352e+08
```
